# Trap depths and their kT resolution limit in isothermal electret discharge

When an electret is held at constant temperature and its discharge is limited by thermal release from traps, without retrapping, the current only falls. Traps of a single depth give a decaying exponential, and a uniform spread of depths gives, as shown below, a current proportional to $1/t$. Neither curve has a peak that could be read as an energy. Without a rule connecting time with depth, the decay can be fitted by a sum of exponentials whose terms need not correspond to any traps. Without knowing how sharp that rule is, one may take two features a few hundredths of an electronvolt apart for two kinds of trap when the measurement could not have separated them.

Consider electrons held in traps of depth $E$ below the conduction band of an insulating film. Let $n(E)$ be the density of filled traps at $t=0$, per unit area and unit energy. Empty traps emit nothing, so the discharge reveals the filled density and not the total one. Each trapped electron escapes thermally with probability per unit time

$$r(E)=\nu e^{-E/kT},$$

where the attempt rate $\nu$ is taken to be the same for all traps and constant in time. Assume also that an escaped electron is not trapped again, that it crosses the film in a time short compared with $t$, and that the electric field does not alter $E$. The filled density $n(E,t)$ then obeys $\partial n/\partial t=-rn$, so $n(E,t)=n(E)e^{-rt}$, and the rate of release per unit area is $\int n\,r\,e^{-rt}dE$.

The external current depends on the geometry. Let the film, of thickness $L$ and relative permittivity $\epsilon_r$, carry a metal electrode on its back. Its charged free surface faces a second electrode across a gap $g$, and the two electrodes are short-circuited. Seen from the charged surface, film and gap are two capacitors to the same potential, with capacitances per area $C_f=\epsilon_0\epsilon_r/L$ and $C_g=\epsilon_0/g$. A surface charge of magnitude $\sigma$ therefore has a potential of magnitude $V_s=\sigma/(C_f+C_g)$ and induces on the gap electrode a charge of magnitude $C_gV_s=G\sigma$, with

$$G=\frac{C_g}{C_f+C_g}=\frac{1}{1+\epsilon_r g/L}.$$

When an electron leaves the surface and reaches the back electrode, the charge it had induced across the gap returns through the external circuit. Each released charge $q$ thus contributes $Gq$, and the magnitude of the current density is

$$J(t)=qG\int n(E)\,r\,e^{-rt}\,dE .$$

Multiplication by $t$ turns the integrand into a function of the single product $rt$. Define

$$E_m(t)=kT\ln(\nu t),\qquad u=\frac{E-E_m}{kT}.$$

Since $\nu t=e^{E_m/kT}$, we have $rt=\nu t\,e^{-E/kT}=e^{-u}$, and hence

$$tJ(t)=qG\int n(E)\,W(u)\,dE,\qquad W(u)=e^{-u}\exp(-e^{-u}).$$

This is the map from time to energy. The derivative $dW/du=(e^{-u}-1)W$ vanishes at $u=0$ only, where $W=1/e$, so at time $t$ the traps seen most strongly are those at $E_m=kT\ln(\nu t)$. Much shallower traps are already empty, and the factor $\exp(-e^{-u})$ removes them very abruptly. Much deeper traps have hardly begun to empty, and they enter with the gentler weight $e^{-u}$. The window keeps its shape and slides to greater depth by $kT\ln 10$ per decade of time.

With $dE=kT\,du$, the measured quantity divided by its constants is an estimate of the density,

$$\hat n(E_m)=\frac{tJ}{qGkT}=\int W(u)\,n(E_m+kTu)\,du .$$

The lower limit may be taken as $-\infty$ when $E_m\gg kT$, because $W$ is then negligible at $E=0$. To find the moments of $W$, put $y=e^{-u}$. Then $dy=-y\,du$ and $W\,du$ becomes $e^{-y}dy$ on $0<y<\infty$, so that for $s<1$

$$\int W e^{su}du=\int_0^\infty y^{-s}e^{-y}dy=\Gamma(1-s).$$

At $s=0$ this is 1, so $W$ is normalized, and a constant $n$ gives $\hat n=n$ and $J\propto 1/t$. The product form of the gamma function,

$$\Gamma(1+z)=e^{-\gamma z}\prod_{m=1}^{\infty}\frac{e^{z/m}}{1+z/m},$$

with Euler's constant $\gamma=0.5772$, gives for $z=-s$

$$\ln\Gamma(1-s)=\gamma s+\sum_m\left[-\ln\left(1-\frac sm\right)-\frac sm\right]=\gamma s+\frac{s^2}{2}\sum_m\frac1{m^2}+\dots$$

The sum of $1/m^2$ is $\pi^2/6$. The coefficient of $s$ is the mean and that of $s^2/2$ the variance, so

$$\langle u\rangle=\gamma,\qquad \langle u^2\rangle-\gamma^2=\frac{\pi^2}{6}.$$

The standard deviation is $1.28\,kT$ and the full width at half maximum, found numerically, is $2.45\,kT$. This width has a simple origin. For one electron at depth $E$, the product $rt$ at the moment of escape is a random number with density $e^{-y}$, so the same substitution shows that $(E-E_m)/kT$ is distributed as $W$. If nothing else is known about the depth of that electron, even a perfectly recorded escape time fixes it only to $1.28\,kT$. A simulated sample of escape times gave a mean offset of $0.575\,kT$ and a spread of $1.278\,kT$. The blur comes from the randomness of thermal escape and not from the ammeter.

Because $W$ is lopsided, the best energy to write on the axis depends on what is being observed. A sharp level gives a $tJ$ curve whose maximum lies at $E_m=E$. For a density that varies slowly over $kT$, expand $n$ about the mean position $\bar E=E_m+\gamma kT$. The linear term averages to zero and the quadratic one contains the variance:

$$\hat n(E_m)=n(\bar E)+\frac{\pi^2}{12}(kT)^2n''(\bar E)+\dots$$

Assigning $\hat n$ to $E_m$ itself leaves an error $\gamma kT\,n'$, of first order in $kT$, while assigning it to $\bar E$ leaves one of second order. This was tested at a point on the flank of a Gaussian density, two standard deviations from its centre, with $kT$ reduced from 0.02 to 0.01 of the standard deviation. The error fell by a factor 1.95 with the first assignment and 3.99 with the second.

For a band of traps of any shape, the signal as a function of $E_m=E-kTu$ is the distribution of a difference of two independent quantities. Its mean therefore lies $\gamma kT$ below the true mean, and its variance is the band's own variance plus $\pi^2(kT)^2/6$.

The word resolution can now be given a definite meaning. Take two sharp levels, a shallow one ($s$) and a deep one ($d$), with populations $w_s$ and $w_d$ and separation $\delta\,kT$. Let $x$ stand for $rt$, so that $x_s=e^{\delta}x_d$, and let $h(x)=xe^{-x}$. Apart from constants, the signal is

$$S=w_d h(x_d)+w_s h(x_s).$$

The levels are resolved in direct reading if $S$ has two maxima. Differentiate with respect to $z=\ln t$, for which $dx/dz=x$. With $a=1-x$,

$$\frac{dh}{dz}=x(1-x)e^{-x}=a\,h .$$

Hence $S$ is stationary when $w_dh_da_d+w_sh_sa_s=0$. The two terms must have opposite signs, and since $x_s>x_d$ this means $a_d>0>a_s$: the time lies between the two individual peaks. The population ratio that makes a given time stationary is

$$\frac{w_s}{w_d}=R(z)=-\frac{h_d a_d}{h_s a_s}.$$

It falls from infinity at the shallow peak, where $a_s=0$, to zero at the deep peak, where $a_d=0$. If it falls steadily, every population ratio is met once and $S$ has one maximum. Two maxima are possible for some populations if $R$ rises somewhere, because certain ratios are then met three times, at a maximum, a minimum and a maximum.

To find where $R$ rises, note that $da/dz=-x=a-1$, so the logarithmic derivative of $ha$ is $a+(a-1)/a=a+1-1/a$. Therefore

$$\frac{d\ln R}{dz}=a_d-\frac1{a_d}-a_s+\frac1{a_s}=(a_d-a_s)\left(1+\frac{1}{a_da_s}\right).$$

The first factor is positive. The second is positive when $a_d|a_s|>1$, that is, when $(1-x_d)(e^\delta x_d-1)>1$, or

$$e^\delta x_d^2-(1+e^\delta)x_d+2<0 .$$

Some $x_d$ satisfies this if and only if the discriminant is positive: $(1+e^\delta)^2-8e^\delta>0$, or $e^{2\delta}-6e^\delta+1>0$. The roots of this quadratic in $e^\delta$ are $3\pm2\sqrt2$, and for $\delta>0$ only the upper one matters. The condition is

$$\delta>\ln(3+2\sqrt2)=1.763 .$$

Two sharp levels closer than $1.763\,kT$ give a single maximum of $tJ$, whatever their populations. Above this separation some population ratios give two maxima and others do not.

For given populations, a second maximum appears or disappears where $R$ is stationary at the required ratio, so that $a_da_s=-1$. Writing $a$ for $a_d$, we have $x_d=1-a$ and $x_s=1+1/a$, and

$$\delta=\ln\frac{1+a}{a(1-a)},\qquad R=a^2\frac{h_d}{h_s}=\frac{(1-a)a^3}{1+a}\,e^{a+1/a}.$$

Equal populations require $R=1$. The derivative

$$\frac{d\ln R}{da}=-\frac{(a^2+2a-1)(a^2+a-1)}{a^2(1-a^2)}$$

shows that $R$ falls from infinity until $a=\sqrt2-1$, rises until $a=(\sqrt5-1)/2$ and then falls to zero. At the second turning point $1-a=a^2$, $1+a=1/a$ and $a+1/a=\sqrt5$, so $R=a^6e^{\sqrt5}\approx0.52$, which is below 1. There is thus one root, $a=0.197$, and it gives $\delta=2.02$. Equal levels must differ by $2.02\,kT$, or by a factor 7.6 in emission time, before a second maximum appears. A direct count of maxima while the separation was varied put the onset at the same value.

These thresholds concern reading peaks from the curve. They do not bound what can be inferred with prior knowledge: if exactly two sharp levels are known to be present, two different rates give a different decay from one rate, and sufficiently small noise will reveal it. For an unknown density the natural question is how much fine structure survives the window. Let $n$ contain a ripple of period $\lambda$ in energy, and let $\omega=2\pi kT/\lambda$. Setting $s=i\omega$ in the moment formula shows that the ripple's amplitude is multiplied by $|\Gamma(1-i\omega)|$. In the product form the exponentials of $z$ and $-z$ cancel, so

$$|\Gamma(1-i\omega)|^2=\prod_m\frac1{1+\omega^2/m^2}=\frac{\pi\omega}{\sinh\pi\omega},$$

where the last step is the product formula of the hyperbolic sine. For large $\omega$ the surviving contrast is $\sqrt{2\pi\omega}\,e^{-\pi\omega/2}$. A ripple of period $2\,kT$ keeps 3.2% of its contrast.

Deconvolution divides by this small factor and amplifies the noise equally. For a fully modulated ripple, and a noise $\eta$ in that component relative to the mean signal, the finest recoverable period is reached when the contrast equals $\eta$. Keeping the exponential alone gives $\omega\approx(2/\pi)\ln(1/\eta)$ and

$$\lambda_{\min}\approx\frac{\pi^2kT}{\ln(1/\eta)} .$$

The full expression gives $1.59\,kT$ for $\eta=10^{-2}$ and $0.89\,kT$ for $\eta=10^{-4}$. The logarithmic estimate gives 2.1 and $1.1\,kT$; it is too large because it drops the square root, but it shows the trend. Between these two noise levels, a hundredfold reduction does not even halve the period. The limit is of order $kT$ because exceeding it has an exponential price, not because finer detail is absent from the current.

For a worked case take a film with $L=1$ µm, $g=5$ µm, $\epsilon_r=3.9$ and $\sigma=0.010$ µC/cm², at 500 K with $\nu=10^{12}$ s⁻¹. Then $kT=0.0431$ eV, and the map at 100 s reads $0.04309\times\ln10^{14}=1.389$ eV. Each decade of time covers 0.099 eV, so a run from 1 s to $10^4$ s scans from 1.19 to 1.59 eV. The window is 0.105 eV wide at half maximum, about one decade. The geometrical factor is $G=1/(1+3.9\times5)=0.0488$.

Put half the charge at 1.40 eV and half at 1.52 eV. The separation is $0.12/0.04309=2.785$ in units of $kT$, above the threshold of 2.02, and $tJ$ has two maxima, at 152 s and 2094 s, with a dip 29% below the lower one. They are read as 1.407 and 1.520 eV. The shallow level appears 7 meV too deep and the deep one is unshifted, which follows from the lopsided window. When the shallow level peaks, the deep one has $x_d\approx e^{-2.79}=0.06$ and contributes a rising background; when the deep level peaks, the shallow one has $x_s\approx16$ and contributes a negligible $16e^{-16}$. At the second maximum only the deep half of the charge matters, so

$$J=\frac{G\sigma}{2e\,t}=\frac{0.0488\times10^{-8}\ \mathrm{C/cm^2}}{2\times2.718\times2094\ \mathrm s}=43\ \mathrm{fA/cm^2},$$

against 693 fA/cm² at the first. If the deep level is moved to 1.47 eV, the separation is $1.62\,kT$, below the universal threshold. There is one maximum, at 1.416 eV, where no trap exists.

A Gaussian band centred at 1.40 eV with standard deviation 0.050 eV appears with its mean at $1.400-0.025=1.375$ eV with standard deviation $\sqrt{0.050^2+0.0553^2}=0.0745$ eV. More than half of the apparent variance is thermal. Because the curve is lopsided, its peak lies at 1.388 eV and not at the mean. These moments refer to the whole curve; a run from 1 s to $10^4$ s cuts off the tails and gives 1.378 and 0.069 eV.

The energy scale also needs $\nu$, and a tenfold error in $\nu$ moves every depth by $kT\ln10=0.099$ eV, nearly the whole width of the window. For a sharp level, and if $\nu$ does not change with temperature, peak times at two temperatures supply both unknowns, because $\ln t_i=E/kT_i-\ln\nu$ gives

$$E=\frac{\ln(t_1/t_2)}{1/kT_1-1/kT_2}.$$

The 1.40 eV level peaks at 500.4 s at 480 K and at 37.04 s at 520 K. The numerator is 2.603 and the denominator $1.860$ eV⁻¹, which returns 1.40 eV. The condition on $\nu$ matters. For emission into a band with a capture cross section independent of temperature, one expects $\nu\propto T^2$; the formula then reads about $2kT$ too deep, here 0.086 eV, unless each $t_i$ is replaced by $t_iT_i^2$. With constant $\nu$, the same procedure applied to the Gaussian band gives 1.389 eV and $\nu=1.03\times10^{12}$ s⁻¹, an error of 11 meV in depth. The peak of the band's signal is displaced from the band centre by some energy $\Delta(T)$, which adds $\Delta/kT$ to $\ln t$. A displacement proportional to $T$ would add only a constant and leave the depth exact; the error shows that $\Delta$ is not proportional to $T$.

The assumptions can be sized for the same numbers. The surface potential is 2.75 V and the film field $F=V_s/L$ is 0.0275 MV/cm. If a trap is neutral when empty, its well has short range, and the field lowers the barrier by roughly $qF$ times the well radius; with 1 nm this is 2.8 meV. If the empty trap is positively charged, it is neutral when filled and cannot itself supply the film's negative charge, but it may be present beside traps that do. The energy of an electron outside it is $-q^2/4\pi\epsilon r-qFr$, with $\epsilon=\epsilon_0\epsilon_r$. Its maximum lies at $r^2=q/4\pi\epsilon F$, and the barrier falls by $q\sqrt{qF/\pi\epsilon}=64$ meV, or $1.5\,kT$, for a trap in the full field $F$; in the weaker field inside the charged layer the lowering is smaller. This uses the static permittivity; if the escape is too fast for the lattice to follow, the optical value, about 2.13 for the oxide, applies and gives 86 meV. This Poole-Frenkel lowering fades as the film discharges, so it distorts the scale as well as shifting it. The values 64 and 86 meV are the lowering along the field direction and are upper estimates. Averaging the emission rate over directions, with no change for escape against the field, gives effective shifts of 28 and 41 meV. The barrier maximum lies 12 to 16 nm from the trap, much farther than a mean free path of order 1 nm, and Onsager's theory of diffusive escape, which suits that case, gives 11 and 20 meV. For such traps the map is thus distorted by about a quarter of $kT$ up to about $kT$ even at this low charge.

Retrapping slows the discharge. Let free electrons be captured at rate $c$ and escape from the charged layer at rate $x_e$. When $r$ is much smaller than these, the free density follows the trapped density $N$ as $rN/(c+x_e)$, and the net loss is $x_e$ times this, so $r$ is replaced by $r/(1+c/x_e)$. This assumes that capture returns the electron to a trap of the same depth, and depths are then read too large by $kT\ln(1+c/x_e)$. Capture into much shallower traps, which empty quickly, hardly moves the peak. Capture into deeper empty traps moves about a fraction $c/(c+x_e)$ of the charge to them: the original peak stays nearly in place but is lowered, and a peak appears near the deeper level although it was empty at $t=0$. The shifts quoted next refer to capture at the same depth. For drift through a layer holding $N_t$ empty traps per area, with capture cross section $\sigma_c$, $c/x_e=N_t\sigma_cv_{th}/\mu F$, where $v_{th}=\sqrt{3kT/m}$ is the thermal speed and $\mu$ the mobility. Rough inputs of $10^{12}$ cm⁻², $10^{-15}$ cm², 20 cm²/Vs and half the free electron mass give 0.039 and a shift of 1.6 meV. With a tenth of the charge left the field is ten times weaker, the ratio is 0.39 and the shift 14 meV. Within the charged layer the field is weaker than $F$, and in its outermost part, which holds about a fraction $G$ of the charge, it is reversed. For a uniformly charged layer of thickness $d\ll L$, the reversed step in potential energy is about $qG^2\sigma d/2\epsilon$, or 0.3 meV for $d=100$ nm. This is far below $kT$, so electrons released there can diffuse over it and still cross the film, unless they are trapped again at the surface. The figures above leave out diffusion and the uneven field, so they indicate scale and are not bounds. The transit time, $L/\mu F\approx2\times10^{-10}$ s, is negligible.

Direct tunnelling from the trap level through the tilted barrier has the exponent $2\int\sqrt{2m(E-qFx)}\,dx/\hbar=4\sqrt{2m}E^{3/2}/(3\hbar qF)\approx2900$ at 1.40 eV, against 32 for thermal escape. This comparison does not cover electrons that are thermally excited to just below the top of the barrier and tunnel from there. With $\nu$ known, a temperature error $\delta T$ misplaces a depth by $E\,\delta T/T$, or 2.8 meV per kelvin. The two-temperature method is far more sensitive: an error of 1 K in only one of the temperatures 480 K and 520 K changes the depth by 32 to 38 meV, roughly $E\,\delta T/(T_2-T_1)$, and the same 1 K error in both changes it by about 6 meV.

The permittivity is that of silicon dioxide, while the trap depths and $\nu$ are chosen for illustration and the charge is deliberately low. In a real heated film, other currents, such as those of mobile ions or surface conduction, must be excluded before $tJ$ is read as a trap density. Ordinary conduction through a film of resistivity $\rho$ discharges it in a time $\rho L(C_f+C_g)$, which exceeds $10^4$ s only if $\rho$ exceeds about $3\times10^{16}$ Ω cm at the measuring temperature. With the geometry fixed, a hundredfold charge would give 275 V, and the linear estimate of the well tilt would grow to 0.28 eV, more than $6\,kT$. At such a charge the depth can no longer be taken as independent of the field, so a spectrum of this kind calls for a weakly charged sample. A real oxide may also have traps with different $\nu$, and each factor of ten again counts as 0.099 eV. The elevated temperature is needed because, with the same $\nu$ and thermal emission alone, the 1.40 eV level would have an emission time of about $10^4$ years at 300 K. Cooling narrows the window in proportion to $T$, but it lengthens the wait exponentially; for a given longest measuring time, a narrower window is available only for shallower traps. The numerical output below lists the main values used here.

## Numbers as computed

```
temperature 500 K, attempt rate 1e+12 1/s
thermal energy kT = 0.04309 eV
energy per decade of time = 0.0992 eV
E_m at t = 1 s: 1.1905 eV
E_m at t = 100 s: 1.3890 eV
E_m at t = 10000 s: 1.5874 eV
window mean = 0.5772 kT = 0.0249 eV
window standard deviation = 1.2825 kT = 0.0553 eV
window full width at half max = 2.4464 kT = 0.1054 eV
random times: mean offset 0.5745 kT, spread 1.2779 kT
error ratio on halving kT: at E_m 1.948, at E_m+gamma kT 3.986
band: true centre 1.40 eV, sd 0.050 eV
band: apparent centre 1.3751 eV, sd 0.0745 eV
no two maxima below 1.7627 kT = 0.0760 eV (scan 1.7627 kT)
equal levels split above 2.0237 kT = 0.0872 eV (scan 2.0237 kT)
root a for equal levels = 0.1970, emission-time ratio = 7.566
finest ripple period at relative noise 1e-02: 1.589 kT = 0.0685 eV
finest ripple period at relative noise 1e-04: 0.889 kT = 0.0383 eV
contrast of ripple with period 2 kT = 0.03195
sharp level 1.40 eV: peak 500.4 s at 480 K, 37.04 s at 520 K
sharp level recovered: 1.4000 eV, nu 1.000e+12 1/s
band recovered: 1.3892 eV, nu 1.032e+12 1/s
film 1 um, gap 5 um, eps_r 3.9, charge 0.010 uC/cm2
external charge fraction G = 0.04878
surface potential = gap voltage = 2.755 V
film field = 0.0275 MV/cm
level 1.40 eV: peak of tJ at 151.5 s, read as 1.4068 eV, J = 692.97 fA/cm2
level 1.52 eV: peak of tJ at 2093.7 s, read as 1.5200 eV, J = 42.86 fA/cm2
separation 0.12 eV = 2.785 kT, dip below lower peak = 29.38 %
levels 1.40 and 1.47 eV (1.625 kT apart): one peak at 1.4160 eV
rough inputs: mass 0.5 m_e, mobility 20 cm2/Vs, well radius 1 nm
rough inputs: capture 1e-15 cm2, empty traps 1e+12 1/cm2
well-tilt lowering = 2.75 meV
Poole-Frenkel lowering if Coulombic = 63.8 meV = 1.48 kT
capture/escape ratio = 0.0387, shift 1.64 meV
same with 10% charge left = 0.387, shift 14.1 meV
transit time = 1.82e-10 s
tunnelling exponent at 1.40 eV = 2905, thermal exponent = 32.49
reading error per 1 K at 1.40 eV = 2.80 meV
emission time of 1.40 eV level at 300 K = 1.05e+04 years
```
